# Why the Spin-Half Heisenberg Chain Conducts Heat Ballistically: test program

```python
# RESULT UNDER TEST
# The spin-half Heisenberg ring H = J sum_i S_i.S_(i+1) conserves its total
# energy current J_E = a sum_i j_i, j_i = (i/hbar)[h_(i-1), h_i], where
# h_i = J S_i.S_(i+1). A temperature gradient therefore drives a current that
# grows as -K (dT/dx) t, with K = <J_E^2>/(kB T^2 L), L = N a.
# Symbols: J exchange energy, a site spacing, N sites, beta = J/(kB T).
# Reduced units J = hbar = a = 1 are used until the worked example.
# Currents are stored as real antisymmetric matrices A, with J_E = i A.
import numpy as np
import scipy.sparse as sp
from scipy import constants as const


def comm(x, y):
    return x @ y - y @ x


def norm(x):
    return float(np.sqrt(abs(x).power(2).sum()))


def swap(n, i, j):
    """Integer matrix that exchanges the spins on sites i and j."""
    s = np.arange(2**n)
    bi, bj = n - 1 - i, n - 1 - j
    differ = ((s >> bi) ^ (s >> bj)) & 1
    target = s ^ (differ << bi) ^ (differ << bj)
    return sp.csr_matrix((np.ones(2**n, dtype=np.int64), (target, s)),
                         shape=(2**n, 2**n))


def heis(n, i, j):
    return (0.5 * swap(n, i, j) - 0.25 * sp.identity(2**n)).tocsr()


def ring(n):
    return [heis(n, i, (i + 1) % n) for i in range(n)]


def current(cells):
    return sum(comm(cells[i - 1], cells[i]) for i in range(len(cells)))


def site_spins(matrices, n):
    d = matrices[0].shape[0]
    return [[sp.kron(sp.kron(sp.identity(d**i), m),
                     sp.identity(d**(n - i - 1)), format="csr")
             for m in matrices] for i in range(n)]


def breaking(cells):
    """Size of [H, J_E] relative to J_E, in units of J."""
    a_tot = current(cells)
    return norm(comm(sum(cells), a_tot)) / norm(a_tot)


# ---- operator identities from explicit spin matrices
half = [np.array([[0, 1], [1, 0]]) / 2, np.array([[0, -1j], [1j, 0]]) / 2,
        np.array([[1, 0], [0, -1]]) / 2]
S = site_spins(half, 4)
dot01 = sum(S[0][c] @ S[1][c] for c in range(3))
dot12 = sum(S[1][c] @ S[2][c] for c in range(3))
assert norm(dot01 - heis(4, 0, 1)) < 1e-12
triple = sum(S[0][p] @ (S[1][q] @ S[2][r] - S[1][r] @ S[2][q])
             for p, q, r in [(0, 1, 2), (1, 2, 0), (2, 0, 1)])
assert norm(1j * comm(dot01, dot12) - triple) < 1e-12
P1, P2 = swap(3, 0, 1), swap(3, 1, 2)
assert abs(comm(P1 + P2, comm(P1, P2)) - 2 * (P2 - P1)).max() == 0
h6 = ring(6)
assert norm(comm(sum(h6), h6[2]) - comm(h6[1], h6[2])
            + comm(h6[2], h6[3])) < 1e-12

# ---- exact integer commutator on short rings
largest = {}
for n in range(4, 10):
    P = [swap(n, i, (i + 1) % n) for i in range(n)]
    largest[n] = int(abs(comm(sum(P), current(P))).max())
    assert largest[n] == 0 and norm(current(P)) > 1

# ---- counterexamples and the role of the swap
r2 = 1 / np.sqrt(2)
one = [r2 * np.array([[0, 1, 0], [1, 0, 1], [0, 1, 0]]),
       r2 * np.array([[0, -1j, 0], [1j, 0, -1j], [0, 1j, 0]]),
       np.diag([1.0, 0.0, -1.0])]
T1 = site_spins(one, 5)
spin1 = [sum(T1[i][c] @ T1[(i + 1) % 5][c] for c in range(3)).real.tocsr()
         for i in range(5)]
spin1_swap = [(b + b @ b - sp.identity(3**5)).tocsr() for b in spin1]
break_spin1, break_swap1 = breaking(spin1), breaking(spin1_swap)
h8 = ring(8)
dimer8 = [(1.0 if i % 2 == 0 else 0.5) * h8[i] for i in range(8)]
break_dimer = breaking(dimer8)
bits = np.arange(2**8)
Sz = [sp.diags(0.5 - ((bits >> (7 - i)) & 1)).tocsr() for i in range(8)]
spin_cur = sum(comm(h8[i - 1], Sz[i]) for i in range(8))
break_spincur = norm(comm(sum(h8), spin_cur)) / norm(spin_cur)
assert break_swap1 < 1e-10
assert min(break_spin1, break_dimer, break_spincur) > 0.05

# ---- worked-example inputs (round, rough values)
J_meV, a_nm, area_nm2, T = 30.0, 0.4, 0.16, 300.0
tau_ps, rms_bond, inter_ratio, field_T = 0.5, 0.05, 0.05, 10.0
atoms_per_spin, sound_nm_ps, phonon_path_nm = 5, 4.0, 1.0
kB, hbar = const.k, const.hbar
J = J_meV * 1e-3 * const.e
a, area = a_nm * 1e-9, area_nm2 * 1e-18
beta = J / (kB * T)


# ---- thermal averages on rings, by sectors of fixed number of down spins
def sectors(n):
    s = np.arange(2**n)
    count = sum((s >> b) & 1 for b in range(n))
    return [(np.where(count == k)[0], 1 if 2 * k == n else 2)
            for k in range(n // 2 + 1)]


def ring_data(n):
    cells = ring(n)
    H, A = sum(cells).tocsr(), current(cells).tocsr()
    energy, square, weight = [], [], []
    for idx, mult in sectors(n):
        E, V = np.linalg.eigh(H[idx][:, idx].toarray())
        AV = A[idx][:, idx] @ V
        energy.append(E)
        square.append((AV**2).sum(axis=0))
        weight.append(np.full(len(E), float(mult)))
    return n, np.concatenate(energy), np.concatenate(square), \
        np.concatenate(weight)


def averages(data, b):
    """Current square and energy variance, each per site."""
    n, E, sq, mult = data
    p = mult * np.exp(-b * (E - E.min()))
    p /= p.sum()
    mean = p @ E
    return (p @ sq) / n, (p @ (E - mean)**2) / n


data10, data12 = ring_data(10), ring_data(12)
s_inf, c_inf = averages(data12, 0.0)
assert abs(s_inf - 3 / 32) < 1e-10 and abs(c_inf - 3 / 16) < 1e-10
s10, c10 = averages(data10, beta)
s12, c12 = averages(data12, beta)
assert abs(s10 / s12 - 1) < 0.02 and abs(c10 / c12 - 1) < 0.02


# ---- open chain released from a real temperature gradient
def gradient_current(n, b, slope, times):
    cells = [heis(n, i, i + 1) for i in range(n - 1)]
    mid = n // 2 - 1
    local_beta = b + slope * (np.arange(n - 1) - (mid - 0.5))
    H = sum(cells).tocsr()
    G = sum(-x * h for x, h in zip(local_beta, cells)).tocsr()
    A = comm(cells[mid - 1], cells[mid]).tocsr()
    Z, flow = 0.0, np.zeros(len(times))
    for idx, mult in sectors(n):
        w, X = np.linalg.eigh(G[idx][:, idx].toarray())
        E, U = np.linalg.eigh(H[idx][:, idx].toarray())
        Y = U.T @ X
        R = (Y * np.exp(w)) @ Y.T
        B = U.T @ (A[idx][:, idx] @ U)
        omega = E[:, None] - E[None, :]
        Z += mult * np.exp(w).sum()
        for k, t in enumerate(times):
            flow[k] -= mult * np.sum(R * B * np.sin(omega * t))
    return flow / Z


times = np.array([0.5, 1.0, 1.5])
slope = 0.01
growth = gradient_current(12, beta, slope, times) / (slope * times)
# tolerance: chain ends and finite slope of the 12-site chain
assert np.all(np.abs(growth / s12 - 1) < 0.03)

# ---- spreading of an energy disturbance at infinite temperature
h10 = ring(10)
E, V = np.linalg.eigh(sum(h10).toarray())
omega = E[:, None] - E[None, :]
h_eig = [V.T @ (h10[x] @ V) for x in range(6)]
copies = [1, 2, 2, 2, 2, 1]
variance = []
for t in times:
    phase = np.cos(omega * t)
    C = [copies[x] * np.sum(h_eig[0] * h_eig[x] * phase) for x in range(6)]
    variance.append(sum(x * x * C[x] for x in range(6)) / sum(C))
variance = np.array(variance)
# tolerance: weight that has passed half way round the 10-site ring
assert np.all(np.abs(variance - (s_inf / c_inf) * times**2) < 0.01)


# ---- loss of the current when conservation is broken
def loss(cells, b):
    """Rate Omega from the commutator; correlation from the spectrum."""
    H, A = sum(cells).tocsr(), current(cells).tocsr()
    E, V = np.linalg.eigh(H.toarray())
    p = np.exp(-b * (E - E.min()))
    p /= p.sum()
    AV, MV = A @ V, comm(H, A) @ V
    Om = np.sqrt((p @ (MV**2).sum(axis=0)) / (p @ (AV**2).sum(axis=0)))
    W = (V.T @ AV)**2 * p[None, :]
    W /= W.sum()
    om = E[:, None] - E[None, :]
    static = W[np.abs(om) < 1e-8].sum()
    t = 1 / max(Om, 1e-3)
    return Om, static, np.sum(W * np.cos(om * t))


clean = loss(h10, beta)
assert clean[0] < 1e-10 and abs(clean[1] - 1) < 1e-10
dimer10 = [(1.0 if i % 2 == 0 else 0.5) * h10[i] for i in range(10)]
loss_d8, loss_d10 = loss(dimer8, beta), loss(dimer10, beta)
assert loss_d10[1] < 0.95

rng = np.random.default_rng(7)
samples = [loss([(1 + rms_bond * rng.standard_normal()) * h for h in h8],
                beta) for _ in range(12)]
Om_random = np.sqrt(np.mean([x[0]**2 for x in samples]))
kept_random = min(x[2] for x in samples)

rungs = 5   # two coupled chains; site = 2*cell + leg
ladder = []
for i in range(rungs):
    k = (i + 1) % rungs
    legs = heis(10, 2 * i, 2 * k) + heis(10, 2 * i + 1, 2 * k + 1)
    cross = heis(10, 2 * i, 2 * i + 1) + heis(10, 2 * k, 2 * k + 1)
    ladder.append((legs + 0.5 * inter_ratio * cross).tocsr())
loss_ladder = loss(ladder, beta)
for kept in (kept_random, loss_ladder[2], loss_d8[2], loss_d10[2]):
    assert 0.5 - 1e-9 <= kept < 1
assert Om_random > 1e-3 and loss_ladder[0] > 1e-3


# ---- worked example in laboratory units
def K_per_area(s, temp):
    """Growth coefficient K/area in W/(m K ps)."""
    return a * J**4 * s / (hbar**2 * kB * temp**2) / area * 1e-12


K300 = K_per_area(s12, T)
time_unit_fs = hbar / J * 1e15
v_unit = a * J / hbar * 1e-3            # nm/ps
vE = v_unit * np.sqrt(s12 / c12)
kappa = K300 * tau_ps
flux = K300 * 1e6 * 1.0 * 1e-4          # 1 K/um for 1 ps, in W/cm2
kappa_lattice = (atoms_per_spin * kB / (a * area)
                 * sound_nm_ps * 1e3 * phonon_path_nm * 1e-9)
zeeman = 2 * const.physical_constants["Bohr magneton"][0] * field_T / J

print("Largest entry of integer commutator, rings of 4 to 9 sites:",
      list(largest.values()))
print("Relative size of [H, current], in units of J:")
print(f"  spin-one Heisenberg, 5 sites: {break_spin1:.3f}")
print(f"  spin-one swap chain, 5 sites: {break_swap1:.1e}")
print(f"  dimerised spin-half (J, J/2), 8 sites: {break_dimer:.3f}")
print(f"  spin current of uniform chain, 8 sites: {break_spincur:.3f}")
print(f"Infinite T: <J_E^2>/N = {s_inf:.5f} a^2 J^4/hbar^2")
print(f"Infinite T: energy variance/N = {c_inf:.5f} J^2")
for t, v in zip(times, variance):
    print(f"Energy spread at t = {t:.1f} hbar/J: variance {v:.4f} a^2,"
          f" law {s_inf / c_inf * t * t:.4f} a^2")
print(f"Inputs: J = {J_meV} meV, a = {a_nm} nm, area/chain = {area_nm2} nm2,"
      f" T = {T} K")
print(f"kB T/J = {1 / beta:.4f}, J/(kB T) = {beta:.4f}")
print(f"Time unit hbar/J = {time_unit_fs:.2f} fs")
print(f"<J_E^2>/N in a^2 J^4/hbar^2: 10 sites {s10:.6f}, 12 sites {s12:.6f}")
print(f"Energy variance/N in J^2: 10 sites {c10:.6f}, 12 sites {c12:.6f}")
for t, g in zip(times, growth):
    print(f"Gradient run, t = {t:.1f} hbar/J: growth/ring value"
          f" = {g / s12:.5f}")
print(f"K/area at 300 K = {K300:.3f} W/(m K ps)")
print(f"K/area from infinite-T average = {K_per_area(s_inf, T):.3f} W/(m K ps)")
for temp in (200.0, 600.0):
    b = J / (kB * temp)
    k10 = K_per_area(averages(data10, b)[0], temp)
    k12 = K_per_area(averages(data12, b)[0], temp)
    print(f"K/area at {temp:.0f} K: 10 sites {k10:.3f}, 12 sites {k12:.3f}"
          " W/(m K ps)")
print(f"Energy velocity v_E at 300 K = {vE:.2f} nm/ps")
print(f"Spin heat capacity per site = {beta**2 * c12:.4f} kB")
print(f"Flux gained in 1 ps under 1 K/um = {flux:.1f} W/cm2")
print(f"Assumed relaxation time = {tau_ps} ps, path = {vE * tau_ps:.2f} nm")
print(f"Spin conductivity with that time = {kappa:.2f} W/(m K)")
print(f"Zero-frequency weight: uniform 10 sites {clean[1]:.6f}")
print(f"Zero-frequency weight: dimerised 8 sites {loss_d8[1]:.4f},"
      f" 10 sites {loss_d10[1]:.4f}")
print(f"Random exchange, rms {100 * rms_bond:.0f} %: hbar*Omega/J ="
      f" {Om_random:.4f}, 1/Omega = {time_unit_fs / Om_random:.1f} fs")
print(f"  smallest correlation kept at 1/Omega = {kept_random:.4f}")
print(f"Interchain exchange, {100 * inter_ratio:.0f} % of J: hbar*Omega/J ="
      f" {loss_ladder[0]:.4f}, 1/Omega = {time_unit_fs / loss_ladder[0]:.1f} fs")
print(f"  correlation kept at 1/Omega = {loss_ladder[2]:.4f}")
print(f"Zeeman energy/J at {field_T:.0f} T (g = 2) = {zeeman:.4f}")
print(f"Lattice inputs: {atoms_per_spin} atoms/spin, {sound_nm_ps} nm/ps,"
      f" path {phonon_path_nm} nm")
print(f"Lattice conductivity estimate = {kappa_lattice:.2f} W/(m K)")
print("every check passed")
```

It prints:

```
Largest entry of integer commutator, rings of 4 to 9 sites: [0, 0, 0, 0, 0, 0]
Relative size of [H, current], in units of J:
  spin-one Heisenberg, 5 sites: 0.913
  spin-one swap chain, 5 sites: 6.5e-16
  dimerised spin-half (J, J/2), 8 sites: 0.354
  spin current of uniform chain, 8 sites: 0.707
Infinite T: <J_E^2>/N = 0.09375 a^2 J^4/hbar^2
Infinite T: energy variance/N = 0.18750 J^2
Energy spread at t = 0.5 hbar/J: variance 0.1250 a^2, law 0.1250 a^2
Energy spread at t = 1.0 hbar/J: variance 0.5000 a^2, law 0.5000 a^2
Energy spread at t = 1.5 hbar/J: variance 1.1250 a^2, law 1.1250 a^2
Inputs: J = 30.0 meV, a = 0.4 nm, area/chain = 0.16 nm2, T = 300.0 K
kB T/J = 0.8617, J/(kB T) = 1.1605
Time unit hbar/J = 21.94 fs
<J_E^2>/N in a^2 J^4/hbar^2: 10 sites 0.104597, 12 sites 0.104634
Energy variance/N in J^2: 10 sites 0.172992, 12 sites 0.172934
Gradient run, t = 0.5 hbar/J: growth/ring value = 1.00003
Gradient run, t = 1.0 hbar/J: growth/ring value = 1.00003
Gradient run, t = 1.5 hbar/J: growth/ring value = 1.00002
K/area at 300 K = 10.103 W/(m K ps)
K/area from infinite-T average = 9.052 W/(m K ps)
K/area at 200 K: 10 sites 17.699, 12 sites 17.773 W/(m K ps)
K/area at 600 K: 10 sites 2.694, 12 sites 2.694 W/(m K ps)
Energy velocity v_E at 300 K = 14.18 nm/ps
Spin heat capacity per site = 0.2329 kB
Flux gained in 1 ps under 1 K/um = 1010.3 W/cm2
Assumed relaxation time = 0.5 ps, path = 7.09 nm
Spin conductivity with that time = 5.05 W/(m K)
Zero-frequency weight: uniform 10 sites 1.000000
Zero-frequency weight: dimerised 8 sites 0.4747, 10 sites 0.6848
Random exchange, rms 5 %: hbar*Omega/J = 0.1072, 1/Omega = 204.7 fs
  smallest correlation kept at 1/Omega = 0.8749
Interchain exchange, 5 % of J: hbar*Omega/J = 0.0561, 1/Omega = 391.4 fs
  correlation kept at 1/Omega = 0.9515
Zeeman energy/J at 10 T (g = 2) = 0.0386
Lattice inputs: 5 atoms/spin, 4.0 nm/ps, path 1.0 nm
Lattice conductivity estimate = 4.31 W/(m K)
every check passed
```
